**Zero-flux thermal conductivity of a binary liquid: Green-Kubo integrals against a closed layer**

The program tests $\kappa=(L_{EE}-L_{E1}L_{1E}/L_{11})/T^2$, where $L_{ab}$ are the Green-Kubo coefficients of the energy flux $J_E$ and the number flux $J_1$ of species 1 at zero total momentum, and $T$ is the temperature. It integrates equilibrium correlations of a discrete-velocity kinetic model and separately solves steady layers of the same fluid between two walls. For three cases (the example, the example with 1 eV added per molecule of species 1, and a mixture of strongly unequal masses) it asserts that both roads give the same matrix $L$ and the same $\kappa$. It also asserts the formulas for the conductivity at uniform composition, the Soret coefficient and mutual diffusion, the minimum property of $\kappa$, and the undecaying correlation left by total momentum. In the example $\kappa$ is 0.1056 W/(m K) for energy shifts of 0, 1 and 10 eV, while $L_{EE}/T^2$ rises from 0.1056 to 3.66 W/(m K). In the mixture of unequal masses $L_{EE}/T^2$ exceeds $\kappa$ by 16 % without any shift. The last lines of the output estimate effects outside the model from rough material values.

## Numerical check

```python
# Result under test: in a binary liquid with no particle flux the thermal conductivity is
#     kappa = (L_EE - L_E1 * L_1E / L_11) / T^2,
# not L_EE / T^2.  L_ab is the Green-Kubo integral (V/k_B) int <J_a(t) J_b(0)> dt of the
# energy flux J_E and the number flux J_1 of species 1, at zero total momentum.
# Test fluid: linear kinetic model with discrete x-velocities.  It holds two molecular
# species and energy packets (heat passed on without molecular displacement; packets carry
# no momentum and their number is not conserved).  Collisions conserve N1, N2, momentum
# and energy.  Road 1: time integrals of equilibrium correlations.  Road 2: steady slab
# between two walls, with gradients and fluxes read in its middle.
# Units: eV, angstrom, ps, K; masses are entered in u.
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import simpson
from scipy.optimize import minimize_scalar
from scipy import constants as const

KB = const.k / const.e                            # eV/K
MASS = const.atomic_mass * 1e4 / const.e          # 1 u in eV ps^2/angstrom^2
TO_SI = const.e / (1e-12 * 1e-10)                 # eV/(angstrom ps K) -> W/(m K)
T = 300.0
KT = KB * T


def build_fluid(masses_u, densities, rates, slopes, shift, packets):
    """shift: energy added per molecule of species 1; packets: density, energy, speed, rate."""
    nodes, gauss = np.polynomial.hermite_e.hermegauss(12)
    gauss = gauss / gauss.sum()
    mass = np.array(masses_u) * MASS
    offsets = np.array([shift, 0.0])
    vel, wgt, ene, mom, rate, label = [], [], [], [], [], []
    for s in range(2):
        v = nodes * np.sqrt(KT / mass[s])
        vel.append(v)
        wgt.append(densities[s] * gauss)
        ene.append(0.5 * mass[s] * v**2 + offsets[s])
        mom.append(mass[s] * v)
        rate.append(rates[s] * (1 + slopes[s] * np.abs(nodes)))
        label.append(np.full(nodes.size, s))
    n_p, e_p, c_p, r_p = packets
    vel.append(np.array([c_p, -c_p]))
    wgt.append(np.full(2, n_p / 2))
    ene.append(np.full(2, e_p))
    mom.append(np.zeros(2))
    rate.append(np.full(2, r_p))
    label.append(np.full(2, 2))
    f = SimpleNamespace(mass=mass, n=np.array(densities), offsets=offsets)
    f.v, f.e, f.p = np.concatenate(vel), np.concatenate(ene), np.concatenate(mom)
    f.root = np.sqrt(np.concatenate(wgt))
    f.label = np.concatenate(label)
    f.ones = [(f.label == s).astype(float) for s in range(2)]
    conserved = np.array([f.root * q for q in (f.ones[0], f.ones[1], f.p, f.e)]).T
    conserved = conserved / np.linalg.norm(conserved, axis=0)
    basis, _ = np.linalg.qr(conserved)
    keep = np.eye(f.v.size) - basis @ basis.T
    f.coll = keep @ np.diag(np.concatenate(rate)) @ keep
    f.coll = 0.5 * (f.coll + f.coll.T)
    f.decay, f.modes = np.linalg.eigh(f.coll)
    f.times = np.linspace(0.0, 40.0 / f.decay[4], 8001)   # four decay rates vanish
    f.propagate = np.exp(-np.outer(f.times, f.decay))
    f.raw_E = f.root * f.v * f.e
    f.raw_1 = f.root * f.v * f.ones[0]
    p_vec = f.root * f.p

    def at_rest(j):
        return j - p_vec * (p_vec @ j) / (p_vec @ p_vec)
    f.jE, f.j1 = at_rest(f.raw_E), at_rest(f.raw_1)
    return f


def correlation(f, a, b):
    return f.propagate @ ((f.modes.T @ a) * (f.modes.T @ b))


def green_kubo(f, a, b):
    return simpson(correlation(f, a, b), x=f.times) / KB


def onsager(f):
    fluxes = (f.jE, f.j1)
    return np.array([[green_kubo(f, a, b) for b in fluxes] for a in fluxes])


def schur(L):
    return (L[0, 0] - L[0, 1] * L[1, 0] / L[1, 1]) / T**2


def slab_runs(f, width=160.0, cells=400, dT=1.0, j_star=1e-6):
    """Run 0: closed slab, hot left wall.  Run 1: equal walls, imposed flux of species 1."""
    N, h, mid = f.v.size, width / cells, cells // 2
    size = N * (cells + 1) + 4                     # four wall densities are unknown too
    V = np.diag(f.v)
    bulk = (sp.kron(sp.eye(cells, cells + 1), -V / h + f.coll / 2)
            + sp.kron(sp.eye(cells, cells + 1, k=1), V / h + f.coll / 2))
    bulk = sp.hstack([bulk, sp.csr_matrix((N * cells, 4))])
    edge = sp.lil_matrix((N + 4, size))
    rhs = np.zeros((size, 2))
    row = 0
    for side, start in ((0, 0), (1, N * cells)):
        theta = (0.5 - side) * dT / (KB * T**2)
        for i in np.where(f.v > 0 if side == 0 else f.v < 0)[0]:
            edge[row, start + i] = 1.0             # molecules leave the wall thermalised
            if f.label[i] < 2:
                edge[row, size - 4 + 2 * side + f.label[i]] = -f.root[i]
            rhs[N * cells + row, 0] = f.root[i] * f.e[i] * theta
            row += 1
    for s in range(2):
        edge[row, :N] = (f.root * f.v * f.ones[s]).reshape(1, -1)
        rhs[N * cells + row, 1] = j_star if s == 0 else -j_star * f.mass[0] / f.mass[1]
        row += 1
        edge[row, N * mid:N * (mid + 1)] = (f.root * f.ones[s]).reshape(1, -1)
        row += 1
    sol = splu(sp.vstack([bulk, edge]).tocsc()).solve(rhs)
    local = np.array([f.root * f.ones[0], f.root * f.ones[1], f.root * f.e]).T
    lo, hi = mid - cells // 8, mid + cells // 8
    runs = []
    for k in range(2):
        g = sol[:N * (cells + 1), k].reshape(cells + 1, N)
        slope = (g[hi] - g[lo]) / ((hi - lo) * h)
        a1, a2, th = np.linalg.lstsq(local, slope, rcond=None)[0]
        dn = np.array([slope @ (f.root * o) for o in f.ones])
        n, x = f.n.sum(), f.n / f.n.sum()
        gradT = KB * T**2 * th
        runs.append(dict(JE=g[mid] @ f.raw_E, J1=g[mid] @ f.raw_1, XE=-KB * th,
                         X1=-KB * (a1 - f.mass[0] / f.mass[1] * a2), gradT=gradT,
                         gradx=(dn[0] * x[1] - dn[1] * x[0]) / n,
                         gradp=KT * dn.sum() + n * KB * gradT))
    return runs


def combine(runs, name):
    """Superpose both runs so that the named gradient vanishes."""
    c = -runs[0][name] / runs[1][name]
    return {q: runs[0][q] + c * runs[1][q] for q in runs[0]}


def derived(f, L):
    """Formulas for uniform-composition conductivity, Soret coefficient, diffusion."""
    m1, m2 = f.mass
    n, x = f.n.sum(), f.n / f.n.sum()
    rho = f.n @ f.mass
    enthalpy = f.offsets + 1.5 * KT
    h_rel = enthalpy[0] - m1 / m2 * enthalpy[1]
    kappa0 = schur(L) + (L[1, 0] - h_rel * L[1, 1])**2 / (L[1, 1] * T**2)
    soret = (L[1, 0] / L[1, 1] - h_rel) / (KB * T**2 * (x[1] + m1 / m2 * x[0]))
    diff = KB * L[1, 1] * rho**2 / (m2**2 * n**3 * x[0] * x[1])
    return h_rel, kappa0, soret, diff


def check(f):
    L = onsager(f)
    runs = slab_runs(f)
    closed = runs[0]
    kappa_slab = -closed['JE'] / closed['gradT']
    h_rel, kappa0, soret, diff = derived(f, L)
    J = np.array([[r['JE'] for r in runs], [r['J1'] for r in runs]])
    X = np.array([[r['XE'] for r in runs], [r['X1'] for r in runs]])
    L_slab = J @ np.linalg.inv(X)
    scale = np.sqrt(np.outer(np.diag(L), np.diag(L)))
    deviation = np.max(np.abs(L_slab - L) / scale)
    assert deviation < 1e-5, deviation
    assert np.isclose(kappa_slab, schur(L), rtol=1e-5)
    assert np.isclose(kappa_slab, 1 / (T**2 * np.linalg.inv(L)[0, 0]), rtol=1e-5)
    assert abs(closed['gradp']) < 1e-5 * f.n.sum() * KB * abs(closed['gradT'])
    no_force = combine(runs, 'X1')
    assert np.isclose(-no_force['JE'] / no_force['gradT'], L[0, 0] / T**2, rtol=1e-5)
    uniform = combine(runs, 'gradx')
    kappa0_slab = -(uniform['JE'] - h_rel * uniform['J1']) / uniform['gradT']
    assert np.isclose(kappa0_slab, kappa0, rtol=1e-5)
    x = f.n / f.n.sum()
    soret_slab = -closed['gradx'] / (x[0] * x[1] * closed['gradT'])
    assert np.isclose(soret_slab, soret, rtol=1e-3)
    iso = combine(runs[::-1], 'gradT')
    rho, n = f.n @ f.mass, f.n.sum()
    diff_slab = -iso['J1'] * rho / (f.mass[1] * n**2 * iso['gradx'])
    assert np.isclose(diff_slab, diff, rtol=1e-4)
    # momentum left in the energy flux gives a correlation that never decays
    tail = correlation(f, f.raw_E, f.raw_E)[-1]
    H = f.n @ (f.offsets + 1.5 * KT)
    assert np.isclose(tail, KT * H**2 / rho, rtol=1e-6)
    # least Green-Kubo integral over all mixtures J_E - c J_1
    best = minimize_scalar(lambda c: green_kubo(f, f.jE - c * f.j1, f.jE - c * f.j1))
    assert np.isclose(best.fun / T**2, kappa_slab, rtol=1e-5)
    return SimpleNamespace(L=L, slab=kappa_slab, dev=deviation, kappa0=kappa0,
                           soret=soret, diff=diff, h_rel=h_rel, tail=tail, c=best.x)


example = dict(masses_u=(100.0, 80.0), densities=(0.003, 0.003), rates=(12.0, 18.0),
               slopes=(0.3, 0.1), packets=(0.05, 0.025, 7.0, 3.0))
unequal = dict(masses_u=(10.0, 100.0), densities=(0.003, 0.003), rates=(12.0, 6.0),
               slopes=(0.3, 0.1), packets=(0.002, 0.025, 7.0, 3.0))
fluid = build_fluid(shift=0.0, **example)
base = check(fluid)
shifted = check(build_fluid(shift=1.0, **example))
light = check(build_fluid(shift=0.0, **unequal))
assert light.L[0, 0] / T**2 > 1.01 * light.slab    # the Schur term is visible here
assert shifted.L[0, 0] / T**2 > 1.01 * shifted.slab

print(f"temperature: {T:.0f} K; k_B T: {KT:.5f} eV")
print("molecular masses:", example['masses_u'], "u")
print("number densities:", example['densities'], "1/angstrom^3")
print("base collision rates:", example['rates'], "1/ps")
print("rate slopes with |v|/v_thermal:", example['slopes'], "(no unit)")
pk = example['packets']
print(f"packets: density {pk[0]} 1/angstrom^3, energy {pk[1]} eV")
print(f"packets: x-speed {pk[2]} angstrom/ps, rate {pk[3]} 1/ps")
print(f"L_EE: {base.L[0, 0]:.5e} eV K/(angstrom ps)")
print(f"L_E1: {base.L[0, 1]:.5e} K/(angstrom ps)")
print(f"L_11: {base.L[1, 1]:.5e} K/(eV angstrom ps)")
print(f"kappa, Schur complement: {schur(base.L):.6e} eV/(angstrom ps K)")
print(f"kappa, Schur complement: {schur(base.L) * TO_SI:.6f} W/(m K)")
print(f"kappa, closed slab: {base.slab * TO_SI:.6f} W/(m K)")
print(f"largest scaled L difference, slab vs Green-Kubo: {base.dev:.1e}")
print(f"kappa0 - kappa (uniform composition): {(base.kappa0 - schur(base.L)) * TO_SI:.3e} W/(m K)")
print(f"relative enthalpy h1-(m1/m2)h2: {base.h_rel:.5f} eV")
print(f"L_1E/L_11: {base.L[1, 0] / base.L[1, 1]:.5f} eV")
print(f"Soret coefficient of species 1: {base.soret:.4e} 1/K")
print(f"mutual diffusion coefficient: {base.diff:.4f} angstrom^2/ps")
print(f"undecayed tail if momentum is kept: {base.tail:.3e} eV^2/(angstrom ps^2)")
print("energy shift of species 1 | L_EE/T^2 | kappa | error of kappa from +0.1% in L_EE")
kappas = []
for u in (0.0, 1.0, 10.0):
    Lu = onsager(build_fluid(shift=u, **example))
    wrong = Lu.copy()
    wrong[0, 0] *= 1.001
    kappas.append(schur(Lu))
    err = 100 * (schur(wrong) / schur(Lu) - 1)
    print(f"  {u:4.0f} eV | {Lu[0, 0] / T**2 * TO_SI:.6f} W/(m K) |"
          f" {schur(Lu) * TO_SI:.6f} W/(m K) | {err:.3f} %")
assert np.allclose(kappas, base.slab, rtol=1e-5)
print(f"1 eV shift: best c = {shifted.c:.5f} eV; L_E1/L_11 = "
      f"{shifted.L[0, 1] / shifted.L[1, 1]:.5f} eV")
print("unequal mixture: masses", unequal['masses_u'], "u, rates", unequal['rates'], "1/ps")
print(f"unequal mixture: packet density {unequal['packets'][0]} 1/angstrom^3, rest as above")
print(f"unequal mixture: L_EE/T^2 = {light.L[0, 0] / T**2 * TO_SI:.6f} W/(m K)")
print(f"unequal mixture: kappa, Schur = {schur(light.L) * TO_SI:.6f} W/(m K)")
print(f"unequal mixture: kappa, slab = {light.slab * TO_SI:.6f} W/(m K)")
print(f"unequal mixture: kappa0 = {light.kappa0 * TO_SI:.6f} W/(m K)")

# Size of what the example leaves out; material inputs are rough typical values.
gap, delta_T = 0.3e-3, 1.0                         # m, K
refr, absorb = 1.45, 1e-4                          # refractive index, photon path in m
viscosity, expansion, heat_cap = 5e-7, 1.2e-3, 1.5e6   # m^2/s, 1/K, J/(m^3 K)
quantum = 0.01                                     # intermolecular vibration, eV
kappa_si = schur(base.L) * TO_SI
D_si = base.diff * 1e-8
heat_diff = kappa_si / heat_cap
radiation = 16 * refr**2 * const.sigma * T**3 * absorb / 3
transverse = fluid.n.sum() * KB * base.diff * TO_SI
x1, x2 = fluid.n / fluid.n.sum()
delta_x = abs(base.soret) * x1 * x2 * delta_T
density_change = abs(fluid.mass[0] - fluid.mass[1]) * fluid.n.sum() / (fluid.n @ fluid.mass) * delta_x
rayleigh = const.g * expansion * delta_T * gap**3 / (viscosity * heat_diff)
solutal = const.g * density_change * gap**3 / (viscosity * D_si)
print(f"cell: gap {gap * 1e3:.1f} mm, temperature difference {delta_T:.0f} K")
print(f"rough inputs: refractive index {refr}, photon path {absorb * 1e3:.1f} mm")
print(f"rough inputs: viscosity {viscosity:.0e} m^2/s, expansion {expansion:.1e} 1/K")
print(f"rough inputs: heat capacity {heat_cap:.1e} J/(m^3 K), vibration {quantum} eV")
print(f"radiative part: {radiation:.2e} W/(m K), {100 * radiation / kappa_si:.2f} % of kappa")
print(f"quantum correction (hw/kT)^2/12: {100 * (quantum / KT)**2 / 12:.2f} %")
print(f"transverse kinetic energy, n k_B D: {100 * transverse / kappa_si:.2f} % of kappa")
print(f"mole-fraction difference across cell: {delta_x:.2e}")
print(f"thermal Rayleigh number: {rayleigh:.1f}; solutal Rayleigh number: {solutal:.1f}")
print(f"time for composition to settle: {gap**2 / (np.pi**2 * D_si):.2f} s")
print(f"time for heat to spread: {gap**2 / (np.pi**2 * heat_diff):.3f} s")
print("success")
```

Running it gives:

```
temperature: 300 K; k_B T: 0.02585 eV
molecular masses: (100.0, 80.0) u
number densities: (0.003, 0.003) 1/angstrom^3
base collision rates: (12.0, 18.0) 1/ps
rate slopes with |v|/v_thermal: (0.3, 0.1) (no unit)
packets: density 0.05 1/angstrom^3, energy 0.025 eV
packets: x-speed 7.0 angstrom/ps, rate 3.0 1/ps
L_EE: 5.93267e+00 eV K/(angstrom ps)
L_E1: -2.29706e-02 K/(angstrom ps)
L_11: 2.00166e+00 K/(eV angstrom ps)
kappa, Schur complement: 6.591561e-05 eV/(angstrom ps K)
kappa, Schur complement: 0.105608 W/(m K)
kappa, closed slab: 0.105608 W/(m K)
largest scaled L difference, slab vs Green-Kubo: 6.3e-09
kappa0 - kappa (uniform composition): 1.131e-07 W/(m K)
relative enthalpy h1-(m1/m2)h2: -0.00969 eV
L_1E/L_11: -0.01148 eV
Soret coefficient of species 1: -2.0416e-04 1/K
mutual diffusion coefficient: 0.1455 angstrom^2/ps
undecayed tail if momentum is kept: 2.501e-05 eV^2/(angstrom ps^2)
energy shift of species 1 | L_EE/T^2 | kappa | error of kappa from +0.1% in L_EE
     0 eV | 0.105613 W/(m K) | 0.105608 W/(m K) | 0.100 %
     1 eV | 0.140429 W/(m K) | 0.105608 W/(m K) | 0.133 %
    10 eV | 3.660775 W/(m K) | 0.105608 W/(m K) | 3.466 %
1 eV shift: best c = 0.98852 eV; L_E1/L_11 = 0.98852 eV
unequal mixture: masses (10.0, 100.0) u, rates (12.0, 6.0) 1/ps
unequal mixture: packet density 0.002 1/angstrom^3, rest as above
unequal mixture: L_EE/T^2 = 0.006031 W/(m K)
unequal mixture: kappa, Schur = 0.005203 W/(m K)
unequal mixture: kappa, slab = 0.005203 W/(m K)
unequal mixture: kappa0 = 0.005215 W/(m K)
cell: gap 0.3 mm, temperature difference 1 K
rough inputs: refractive index 1.45, photon path 0.1 mm
rough inputs: viscosity 5e-07 m^2/s, expansion 1.2e-03 1/K
rough inputs: heat capacity 1.5e+06 J/(m^3 K), vibration 0.01 eV
radiative part: 1.72e-03 W/(m K), 1.63 % of kappa
quantum correction (hw/kT)^2/12: 1.25 %
transverse kinetic energy, n k_B D: 0.11 % of kappa
mole-fraction difference across cell: 5.10e-05
thermal Rayleigh number: 9.0; solutal Rayleigh number: 4.1
time for composition to settle: 6.27 s
time for heat to spread: 0.130 s
success
```
